\section*{The Penn gap as an oscillator-weighted mean of excitation energies}

\section{The claim}

\textbf{Q.} I am ranking gate oxides. The Penn formula is
\begin{equation}
\varepsilon_\infty = 1+\left(\frac{\hbar\omega_p}{E_P}\right)^2 ,
\label{penn}
\end{equation}
and $E_P$ is called the Penn gap. So I put in the band gap and read off the permittivity, or take a measured permittivity and read off the gap. What could be wrong with that?

\textbf{A.} Try it on a model insulator with 0.30 electrons per \AA$^3$. Its plasma energy, from $\omega_p^2=ne^2/(\varepsilon_0 m)$, is $\hbar\omega_p=20.34$ eV. Let its gap be 6 eV. Your recipe gives $\varepsilon_\infty=1+(20.34/6)^2=12.5$. But you have not told me at which energies the electrons absorb above 6 eV, and a static field polarizes the solid through all of those transitions. A single edge cannot carry that information.

\textbf{Q.} Then what is $E_P$, if (\ref{penn}) is kept as it stands?

\section{What the formula defines}

\textbf{A.} Keep the nuclei fixed, set Penn's correction factor to one, as you did, and treat the electrons as independent particles in an isotropic solid, with local-field corrections neglected. A force $\mathcal F$ along $x$ mixes a transition of energy $E'$ into the ground state. Second-order perturbation theory lowers the energy by $\mathcal F^2|x|^2/E'$. With the oscillator strength $f=2mE'|x|^2/\hbar^2$ this is
\begin{equation}
\frac{\mathcal F^2|x|^2}{E'}=\frac12\,\frac{\hbar^2}{m}\frac{f}{E'^2}\,\mathcal F^2 ,
\label{lowering}
\end{equation}
so the displacement per unit force is $(\hbar^2/m)f/E'^2$. At photon energy $E$ the denominator becomes $E'^2-E^2$, as for any harmonic oscillator. Let $F(E')$ be the strength per electron and per unit energy. Multiplying by $ne^2/\varepsilon_0$ and summing gives
\begin{equation}
\varepsilon(E)=1+(\hbar\omega_p)^2\int\frac{F(E')\,dE'}{E'^2-E^2-i0}.
\label{eps}
\end{equation}
At $E=0$, comparison with (\ref{penn}) yields
\begin{equation}
\frac1{E_P^2}=\int\frac{F(E)}{E^2}\,dE .
\label{mean}
\end{equation}

\textbf{Q.} That is an average only if $F$ integrates to one.

\textbf{A.} It does, for a filled band in a local potential. In a crystal $|x|=\hbar|p|/(mE')$ between different bands, so $f=2|p|^2/(mE')$. Second-order perturbation theory in the wave vector gives
\begin{equation}
\frac{\partial^2E_v}{\partial k^2}=\frac{\hbar^2}{m}\Big(1-\sum_n f_{nv}\Big).
\end{equation}
The slope of a band is periodic, so the left side averages to zero over the zone, and the mean of $\sum_n f_{nv}$ is one. With several filled bands, the transitions among them cancel in pairs. The mean is then one per electron over all filled bands together, so the density in $\omega_p$ must include all the electrons. For the upper filled bands alone, the strength into empty bands can exceed one per electron, because their downward transitions into lower filled bands, which count as negative in the sum rule, are left out.

$E_P$ is thus the inverse-square mean of the vertical excitation energies, weighted by oscillator strength. The same statement can be made with the absorption. The imaginary part of (\ref{eps}) contains $\pi\delta(E'^2-E^2)=\pi\delta(E'-E)/(2E)$, so
\begin{equation}
\varepsilon_2(E)=\frac{\pi}{2}(\hbar\omega_p)^2\frac{F(E)}{E},
\qquad
E_P^2=\frac{\int E\,\varepsilon_2\,dE}{\int(\varepsilon_2/E)\,dE}.
\end{equation}
The numerator is $(\pi/2)(\hbar\omega_p)^2$ and the denominator is $(\pi/2)(\hbar\omega_p)^2/E_P^2$.

\textbf{Q.} Can this mean ever fall below the gap?

\textbf{A.} No. If $E_1$ is the lowest vertical energy with strength, then $1/E^2\le1/E_1^2$ under the integral in (\ref{mean}), hence $E_P\ge E_1$. Equality requires all the strength to sit at $E_1$. The fundamental gap is the conduction minimum minus the valence maximum, wherever they lie in the zone, so no vertical energy is smaller than it. From above, $E^{-2}$ is convex, so $\langle E^{-2}\rangle\ge\langle E\rangle^{-2}$ and $E_P\le\langle E\rangle$, the arithmetic mean with the same weight.

\section{Two bands}

\textbf{Q.} Show me bands for which I can work out both energies by hand.

\textbf{A.} Let the vertical energies run from $E_1$ to $E_2$, and define
\begin{equation}
c=\frac{E_1+E_2}{2},\quad a=\frac{E_2-E_1}{2},\quad s=\sqrt{E_1E_2}=\sqrt{c^2-a^2}.
\end{equation}
Take a spherical zone of radius $k_B$, put $\kappa=k/k_B$, and let the bands be $E_{c,v}=\pm E/2$ with
\begin{equation}
E=c-a\cos\theta,\qquad \kappa^3=\frac{\theta-\sin\theta\cos\theta}{\pi},\qquad 0\le\theta\le\pi .
\label{bands}
\end{equation}
For small $\theta$, $\theta-\tfrac12\sin2\theta\approx\tfrac23\theta^3$, so $\theta^2\approx(3\pi/2)^{2/3}\kappa^2$ and $E\approx E_1+\tfrac a2(3\pi/2)^{2/3}\kappa^2$. The edge is an ordinary parabolic one. The sphere is a model zone, and the bands have a cusp at its surface.

The fraction of states inside $\kappa$ is $\kappa^3$. Its derivative with respect to $\theta$ is $(1-\cos2\theta)/\pi=2\sin^2\theta/\pi$, while $dE/d\theta=a\sin\theta$. The joint density of states, normalized to one, is their ratio:
\begin{equation}
J(E)=\frac{2\sin\theta}{\pi a}=\frac{2}{\pi a^2}\sqrt{(E-E_1)(E_2-E)} ,
\end{equation}
because $a^2\sin^2\theta=a^2-(E-c)^2=(E-E_1)(E_2-E)$.

Now assume a momentum matrix element that is the same at every $k$. Then $f\propto1/E$ and $F\propto J/E$. I also assume that these two bands exhaust the sum rule, which fixes the prefactor. Both are assumptions about the spectrum only. These bands and this matrix element do not satisfy the curvature relation above point by point, and the slope diverges at the zone surface, so the model is a distribution of strength and not a crystal in a local potential. With $M_n=\int J\,E^{-n}dE$,
\begin{equation}
F=\frac{J}{E\,M_1},\qquad E_P^2=\frac{M_1}{M_3},\qquad \langle E\rangle=\frac1{M_1}.
\label{ratio}
\end{equation}

\textbf{Q.} And the two integrals?

\textbf{A.} Write $D=c-a\cos\theta$. Since $\cos\theta=(c-D)/a$, we have $a^2\sin^2\theta=a^2-(c-D)^2=-s^2+2cD-D^2$. Therefore
\begin{equation}
M_1=\frac2\pi\int_0^\pi\frac{\sin^2\theta}{D}\,d\theta
=\frac{2}{\pi a^2}\int_0^\pi\Big(-\frac{s^2}{D}+2c-D\Big)d\theta .
\end{equation}
The substitution $t=\tan(\theta/2)$ turns $\int_0^\pi d\theta/D$ into $\int_0^\infty 2\,dt/(E_1+E_2t^2)=\pi/s$, and $\int_0^\pi D\,d\theta=\pi c$. So
\begin{equation}
M_1=\frac{2}{a^2}(-s+2c-c)=\frac{2(c-s)}{a^2}.
\end{equation}
Two derivatives with respect to $c$ at fixed $a$ turn $1/D$ into $2/D^3$, so $M_3=\tfrac12\,d^2M_1/dc^2=-s''/a^2$. From $s'=c/s$ follows $s''=1/s-c^2/s^3=-a^2/s^3$, and $M_3=1/s^3$. Using $a^2=(c-s)(c+s)$ in (\ref{ratio}),
\begin{equation}
E_P^2=\frac{2(c-s)s^3}{a^2}=\frac{2s^3}{c+s},\qquad \langle E\rangle=\frac{c+s}{2}.
\label{result}
\end{equation}
Since $c+s=\tfrac12(\sqrt{E_1}+\sqrt{E_2})^2$, this is also
\begin{equation}
E_P=\frac{2(E_1E_2)^{3/4}}{\sqrt{E_1}+\sqrt{E_2}} .
\label{closed}
\end{equation}
When $E_2\to E_1$, $E_P$ goes to the gap. When $E_2\gg E_1$, $E_P\approx2E_1^{3/4}E_2^{1/4}$, which is well above the gap and still depends on the top of the spectrum.

\section{Numbers}

\textbf{Q.} Put in the 6 eV insulator.

\textbf{A.} Let its vertical energies reach 24 eV. Then $c=15$, $s=12$ and $E_P^2=2\times12^3/27=128$ in eV units, so $E_P=11.3$ eV and $\langle E\rangle=13.5$ eV. The permittivity is $1+20.34^2/128=4.2$, not 12.5. Here are two more band pairs at the same electron density, with energies in eV:

\begin{center}
\begin{tabular}{cccccc}
pair & $E_1$ & $E_2$ & $E_P$ & $\varepsilon_\infty$ & with $E_P\to E_1$\\
A & 6 & 24 & 11.3 & 4.2 & 12.5\\
B & 6 & 12 & 8.4 & 6.9 & 12.5\\
C & 5 & 40 & 12.4 & 3.7 & 17.5
\end{tabular}
\end{center}

A and B have the same gap and different permittivities, because B keeps its strength at lower energies. C has a smaller gap than A and also a smaller permittivity.

\textbf{Q.} Yet a larger gap is supposed to mean a smaller $\varepsilon_\infty$.

\textbf{A.} That follows under a condition. If two solids have the same density and the same spectral shape, with every energy scaled by one factor, then (\ref{mean}) scales $E_P$ by that factor and $\varepsilon_\infty-1$ falls as $1/E_1^2$. In this model the condition is a common ratio $E_2/E_1$. The table breaks it.

\textbf{Q.} What if the gap is set by a few weak transitions?

\textbf{A.} Give a fraction $w$ of the strength to a separate band pair at the edge. Equation (\ref{mean}) is linear in $F$, so
\begin{equation}
\frac1{E_P^2}=\frac{1-w}{E_{\rm main}^2}+\frac{w}{E_{\rm edge}^2}.
\end{equation}
Add to A an edge pair from 3 to 4 eV, for which (\ref{closed}) gives $E_{\rm edge}=3.455$ eV, and let $w=0.01$. Then $1/E_P^2=0.99/128+0.01/3.455^2=0.00857$ eV$^{-2}$ and $E_P=10.8$ eV. The gap has dropped by half, $E_P$ by 4.5\% of its former value, and $\varepsilon_\infty$ has risen from 4.2 to 4.5. The effect is small here because $w$ is well below $(E_{\rm edge}/E_{\rm main})^2\approx0.09$. It grows with $w$, and the two terms become equal when $w/(1-w)$ reaches that value. A small $w$ alone is not enough: with the same $w=0.01$ but an edge pair from 0.3 to 0.4 eV, $E_P$ would fall to 3.3 eV.

\textbf{Q.} And an indirect gap?

\textbf{A.} Add $10\,\kappa^2$ eV to both bands of A and keep the matrix element. In a crystal with a local potential a change of curvature would change $f$ as well, so this step only separates the two definitions. The vertical energies do not change, so $E_P$ stays at 11.3 eV. The conduction minimum remains at $\kappa=0$, but the valence maximum moves outward. Locating it numerically on a fine grid of $\kappa$ gives a fundamental gap of 4.1 eV, below the lowest vertical energy of 6 eV.

\section{A crystal with one gap parameter}

\textbf{Q.} You chose the bands and the matrix element. Penn had a nearly free electron solid in mind, with one gap parameter. Surely there $E_P$ is the gap.

\textbf{A.} Take the one-dimensional case, with potential $2V\cos Gx$ and one filled band. For weak $V$, only the plane waves $k$ and $k-G$ mix near $k=G/2$. Their energies differ by $\Delta=\hbar^2G(k-G/2)/m$, so the vertical energy is $E=\sqrt{\Delta^2+E_g^2}$ with $E_g=2V$. Their momenta differ by $\hbar G$, and the mixing gives $|p|=(\hbar G/2)E_g/E$, hence $f=\hbar^2G^2E_g^2/(2mE^3)$. The zone average is $(1/G)\int dk=(m/\hbar^2G^2)\int d\Delta$, and for weak $V$ the limits may be taken to infinity. With $\Delta=E_g\tan\varphi$,
\begin{align}
\langle f\rangle&=\frac{E_g^2}{2}\int\frac{d\Delta}{E^3}
=\frac12\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=1,\\
\frac1{E_P^2}&=\frac{E_g^2}{2}\int\frac{d\Delta}{E^5}
=\frac{1}{2E_g^2}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=\frac{2}{3E_g^2}.
\end{align}
So $E_P=\sqrt{3/2}\,E_g\approx1.22\,E_g$ to leading order in $V$. One parameter sets the scale of both energies, but they are still different energies.

For a period of 3 \AA\ and $V=3$ eV, I diagonalized the Hamiltonian in plane waves and summed over all empty bands. The gap is 5.95 eV and $E_P=7.22$ eV, a ratio of 1.21. The lowest empty band takes 97\% of the strength, so two bands nearly suffice here.

$E_P$ can also be had without any oscillator strengths. Add a slow potential $A\cos qx$, whose mean square force is $A^2q^2/2$, diagonalize a long supercell, and read $1/E_P^2$ from the energy lowering per electron through (\ref{lowering}). With $A=0.5$ eV, supercells of 40 and 80 periods, and extrapolation to $q\to0$, this gives 7.22 eV as well.

\section{Back to the gate oxide}

\textbf{Q.} My oxide has a permittivity of 20. Which energy do I get from that?

\textbf{A.} First ask what the 20 contains. The static permittivity of a gate oxide includes the displacement of the ions, and (\ref{penn}) was derived with the nuclei fixed. Suppose insulator A had a total static permittivity of 20. The formula would return $20.34/\sqrt{19}=4.7$ eV, below its 6 eV gap, which the bound $E_P\ge E_1$ forbids for electrons alone. A result above the gap would not justify the procedure either, since the bound is necessary and not sufficient. Only $\varepsilon_\infty$ belongs in (\ref{penn}).

\textbf{Q.} And if I use the correct $\varepsilon_\infty$, may I take $E_P$ for the tunnel barriers?

\textbf{A.} No. When the channel gap lies inside the oxide gap, the electron barrier, the hole barrier and the channel gap add up to the fundamental gap of the oxide. For A, using 11.3 eV in place of 6 eV would overstate the sum of the two barriers by 5.3 eV. From $\varepsilon_\infty$ and the density of all the electrons you learn $E_P$, which is an upper bound on the gap for independent particles in a local potential. A nonlocal potential or a scissor shift breaks the sum rule: raising the empty bands of the one-dimensional crystal by 3 eV at fixed $|x|$ gives $E_P=8.67$ eV, below the new gap of 8.95 eV. For a measured $\varepsilon_\infty$, where the electrons interact, $E_P$ bounds the absorption onset, which excitons can place below the fundamental gap. If you insert the density of the upper valence bands only, as is usual for quoted Penn gaps, the bound is no longer guaranteed. With two bands of the one-dimensional crystal filled and only the upper one counted, $E_P$ is 0.88 of the gap above them. The choice also changes the number: silicon with $\varepsilon_\infty\approx11.7$ gives about 5 eV from its four valence electrons and about 9.5 eV from all fourteen. The 0.30 electrons per \AA$^3$ of the model is closer to the valence density of an oxide than to its total density. To get the gap itself you need the band edges.

Numbers in the example were calculated in double precision.
